# Density against electron temperature in an afterglow with wall losses, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: particle and energy balances

A model of a pulsed etch plasma has to carry the electron density through the time when the power is off, because the next pulse starts from what is left. Three simple rules are compared here. One may freeze the density while the electrons cool, let it decay at the wall-loss rate of the initial temperature, or follow density and temperature together. For the argon afterglow worked out below, in which the electrons cool from 1 eV to 0.2 eV in 63 µs, the three rules leave 100 %, 52 % and 65 % of the initial density. The third figure follows from a power law between density and temperature. Its exponent depends on one number: how much energy a lost electron-ion pair takes with it.

### What is assumed

Let $n$ be the electron density, equal to the density of singly charged positive ions, and let $T$ be the electron temperature in energy units, so that no Boltzmann constant appears. Both are treated as uniform over the plasma volume $V$, apart from the fixed density profile near the walls that is described below. The electrons are close to Maxwellian, with mean kinetic energy $3T/2$, and their energy density is

$$W=\tfrac32\,nT .$$

The thermal energy of the ions, the energy of their drift inside the volume and the energy stored in the electric field are left out of this store.

Pairs disappear at the wall and nowhere else, at a rate $\nu$ per electron. Each lost pair removes on average the energy $cT$ from the electrons, where $T$ is the temperature at the moment of loss and $c$ is a constant greater than $3/2$. There is no heating, no ionization, no recombination in the volume and no cooling by collisions. The wall is thus the only sink of electrons and of their energy, and there is no source of either. Finally, $T$ stays well above the gas temperature.

The subscript 0 marks values at $t=0$, the start of the description. The wall rate is

$$\nu=\nu_0\left(\frac{T}{T_0}\right)^{1/2}.$$

The square root comes from the speed at which ions enter the sheath, the thin positively charged layer at the wall. Let $\chi\ge 0$ be the rise in an electron's potential energy from the sheath edge towards the wall, let $n_s$ be the density at the edge, and let ions of mass $M$ arrive there with speed $u$. The electrons follow the Boltzmann factor, so for small $\chi$ their density is $n_s e^{-\chi/T}\approx n_s(1-\chi/T)$. The ions are accelerated to $(u^2+2\chi/M)^{1/2}$. Their flux is conserved, so their density is $n_s(1+2\chi/Mu^2)^{-1/2}\approx n_s(1-\chi/Mu^2)$. With elementary charge $e$ and vacuum permittivity $\varepsilon_0$, Poisson's equation becomes

$$\frac{d^2\chi}{dx^2}=\frac{e^2}{\varepsilon_0}(n_i-n_e)=\frac{e^2n_s}{\varepsilon_0}\left(\frac1T-\frac1{Mu^2}\right)\chi .$$

A potential that grows steadily towards the wall, without oscillating, needs a bracket that is not negative, so $u^2\ge T/M$. The usual choice is the equality, the Bohm speed $u_B=(T/M)^{1/2}$.

The number of pairs in the volume then obeys $V\,dn/dt=-\oint n_su_B\,dA$. If the ratio $n_s/n$ at each point of the wall stays fixed, the integral equals $n\,u_BA_{\rm eff}$ with $A_{\rm eff}=\oint (n_s/n)\,dA$, and

$$\nu=\frac{u_B}{\ell},\qquad \ell=\frac{V}{A_{\rm eff}} .$$

With the ratio $n_s/n$ fixed, the length $\ell$ does not depend on temperature, which leaves $\nu\propto T^{1/2}$. When ions collide with atoms on their way out, the ratio itself falls as the electrons cool, and the square root is then only an approximation.

### The power law

The particle balance is

$$\frac{dn}{dt}=-\nu n .$$

In a unit volume $\nu n$ pairs are lost per unit time, each with energy $cT$, so the energy balance is

$$\frac{d}{dt}\left(\tfrac32 nT\right)=-cT\,\nu n .$$

The product rule splits the left side:

$$\tfrac32 T\frac{dn}{dt}+\tfrac32 n\frac{dT}{dt}=-cT\,\nu n .$$

Inserting the particle balance in the first term gives $-\tfrac32T\nu n$. Moved to the right, it changes sign:

$$\tfrac32 n\frac{dT}{dt}=-\left(c-\tfrac32\right)\nu nT .$$

The subtracted $3/2$ has a direct meaning. An electron that left with the mean energy $3T/2$ would take its fair share of the store and leave the temperature of the others unchanged. Cooling comes from the excess $(c-3/2)T$, which the remaining electrons have to supply.

Multiplication by $2/(3n)$ gives

$$\frac{dT}{dt}=-a\,\nu T,\qquad a=\frac23\left(c-\frac32\right)=\frac{2c-3}{3}.$$

In logarithmic form the two balances read

$$\frac{d\ln n}{dt}=-\nu,\qquad \frac{d\ln T}{dt}=-a\nu .$$

Since $\nu>0$ and $a>0$, the temperature falls steadily and can serve as the independent variable. Dividing the first equation by the second cancels $\nu$:

$$\frac{d\ln n}{d\ln T}=\frac1a=\frac{3}{2c-3}\equiv s .$$

For constant $c$, integration from the initial state gives $\ln(n/n_0)=s\ln(T/T_0)$, or

$$\boxed{\;\frac{n}{n_0}=\left(\frac{T}{T_0}\right)^{3/(2c-3)}\;}$$

The square root in the wall rate has dropped out. It decides how fast the plasma moves along the curve $n(T)$, but not the curve itself. Any positive rate common to both balances gives the same curve.

Several limits follow from the exponent. For large $c$, $s\approx3/(2c)$ is small: a few departures drain the energy of many electrons, and the temperature collapses while the density hardly moves. For $c=3$ the exponent is 1, and density and temperature fall in proportion. As $c$ approaches $3/2$ from above, $s$ grows without limit, because the density then falls at nearly constant temperature. At $c=3/2$ we have $a=0$, the division above is not allowed, and $T=T_0$ throughout. For $c<3/2$ the departing electrons are colder than average and the remaining ones heat up. The condition $c>3/2$ is therefore the condition for cooling.

Direct integration of the balances for $n$ and $W$ tests the boxed law without using it. For $c=2$, 3, 5 and 7.2, up to $t=3/\nu_0$, the largest relative departure from the law was $1.2\times10^{-11}$. With $c=3$, replacing the square root by a constant rate or by a rate proportional to $T$ left the path unchanged to within one part in $10^7$.

### The course in time

Here the square root matters. Inserting it in the temperature equation gives

$$\frac{dT}{dt}=-\frac{a\nu_0}{T_0^{1/2}}\,T^{3/2}.$$

Because $d(T^{-1/2})/dt=-\tfrac12T^{-3/2}\,dT/dt$, the two minus signs cancel and the powers of $T$ drop out:

$$\frac{d}{dt}T^{-1/2}=\frac{a\nu_0}{2T_0^{1/2}} .$$

The right side is constant. Integrating from $t=0$ and multiplying by $T_0^{1/2}$ gives $(T_0/T)^{1/2}=1+a\nu_0t/2$. This is solved for $T$, and the power law then supplies $n$:

$$T=\frac{T_0}{(1+a\nu_0t/2)^2},\qquad n=\frac{n_0}{(1+a\nu_0t/2)^{2/a}} .$$

For short times the temperature falls at the relative rate $a\nu_0$ and the density at $\nu_0$. For $a\nu_0t\gg2$ both follow powers of time, $T\propto t^{-2}$ and $n\propto t^{-2s}$. The decay is slower than exponential because cooler electrons draw the ions out more slowly. The late power law can be used only while $T$ is still well above the gas temperature, since the model contains nothing that would stop the cooling there.

### The energy taken by a pair

For an insulated, or floating, wall the constant $c$ can be calculated. Such a wall charges negatively until electrons and ions arrive at equal rates. Let $\Delta$ be the potential energy an electron must climb in the sheath, and $m$ its mass. An electron gets through if its velocity $v$ towards the wall satisfies $mv^2/2>\Delta$. For a Maxwellian at the sheath edge the flux is

$$\Gamma_e=n_s\left(\frac{m}{2\pi T}\right)^{1/2}\int_{\sqrt{2\Delta/m}}^{\infty}v\,e^{-mv^2/2T}dv
=n_s\left(\frac{T}{2\pi m}\right)^{1/2}e^{-\Delta/T},$$

since the integral equals $(T/m)e^{-\Delta/T}$. Setting this equal to the ion flux $n_s(T/M)^{1/2}$ gives $e^{-\Delta/T}=(2\pi m/M)^{1/2}$, or

$$\frac{\Delta}{T}=\frac12\ln\frac{M}{2\pi m}.$$

The energy removed has three parts.

1. *Kinetic energy of the electron at the wall.* Write $\epsilon=mv^2/2-\Delta$ for what is left of the motion towards the wall. Then $v\,dv=d\epsilon/m$, and the escaping electrons are distributed as $e^{-\epsilon/T}$, with mean $T$. The two directions along the wall contribute $T/2$ each. The sum is $2T$.
2. *Work done in the sheath.* The electron gives up $\Delta$ to the field, which passes the same amount to an ion.
3. *Work done before the sheath.* The ion arrives at the sheath edge with $Mu_B^2/2=T/2$. It gained this from the weak field in the plasma, against which the electron had to climb.

Together,

$$c=\frac52+\frac12\ln\frac{M}{2\pi m}.$$

The ratio $\Delta/T$ depends on the mass ratio alone, so $c$ is constant as the plasma cools, provided the electrons stay Maxwellian and the sheath keeps pace. The third part assumes that ions start from rest and fall freely to the sheath edge.

### An argon afterglow

Take argon at 5 mTorr and 300 K in an inductively coupled etch reactor with $\ell=15$ cm. These are rough typical values. The clock starts when the electrons have already cooled to $T_0=1$ eV, with $n_0=1.0\times10^{11}$ cm$^{-3}$.

For argon $\Delta/T=4.679$, so

$$c=2.5+4.679=7.179,\qquad a=\frac{14.358-3}{3}=3.786,\qquad s=\frac1{3.786}=0.264 .$$

The Bohm speed at the start is $1.554\times10^5$ cm/s. Divided by 15 cm it gives $\nu_0=1.036\times10^4$ s$^{-1}$. The initial decay time is therefore $1/\nu_0=96.5$ µs for the density and $1/(a\nu_0)=25.5$ µs for the temperature.

The time to reach a temperature $T$ follows from the time law as $t=(2/a\nu_0)[(T_0/T)^{1/2}-1]$. For 0.2 eV,

$$t=2\times25.5\ \text{µs}\times(\sqrt5-1)=63.0\ \text{µs},\qquad \frac{n}{n_0}=0.2^{0.264}=0.654 .$$

On the way, the density ratio is 0.833 at 0.5 eV, reached after 21.1 µs, and 0.728 at 0.3 eV, reached after 42.1 µs.

The temperature falls by a factor of five while the density loses about a third. The other two rules of the opening can now be judged against this model. A frozen density is too high by a factor $1/0.654=1.53$ at 0.2 eV. A decay at the fixed initial rate gives $e^{-63.0/96.5}=0.52$, which is too low by about a fifth, because it ignores the slowing of the ions as the electrons cool.

## Second derivation: counting the lost pairs

The symbols are those of the first half. The density is $n$, the electron temperature in energy units is $T$, and $\nu$ is the wall-loss rate per electron, proportional to $T^{1/2}$. A lost pair removes the energy $cT$, and $a=(2c-3)/3$. The balance equations gave $n/n_0=(T/T_0)^s$ with $s=1/a=3/(2c-3)$. For a floating wall in argon $c=7.179$ and $s=0.264$, and cooling from 1 eV to 0.2 eV leaves $n/n_0=0.654$.

The same law can be found without a clock, a rate or a differential equation.

### One pair at a time

Let the plasma hold $j$ electron-ion pairs at temperature $T_j$. The electrons then have the total energy $E_j=\tfrac32jT_j$. One pair leaves and takes $cT_j$. The remaining $j-1$ electrons share what is left and settle to a new Maxwellian with temperature $T_{j-1}$:

$$\tfrac32(j-1)T_{j-1}=\tfrac32jT_j-cT_j .$$

Multiplying by $2/3$ and dividing by $j-1$ gives

$$T_{j-1}=T_j\,\frac{j-2c/3}{j-1}.$$

From the definition of $a$, $2c/3=1+a$. The numerator is therefore $(j-1)-a$, and

$$T_{j-1}=T_j\left(1-\frac{a}{j-1}\right).$$

Each departure lowers the temperature by the fraction $a/(j-1)$. This is the excess energy $(c-\tfrac32)T_j=\tfrac32aT_j$, divided among $j-1$ electrons that hold $\tfrac32T_j$ each.

Start with $N$ pairs and stop when $K$ remain. With $i=j-1$, which runs from $N-1$ down to $K$, the steps multiply to

$$\frac{T_K}{T_N}=\prod_{i=K}^{N-1}\left(1-\frac ai\right).$$

### From the product to the power law

Suppose that $K\ge2a$ and $K\ge2$, so that $x=a/i$ is at most $1/2$. The series $-\ln(1-x)=x+x^2/2+x^3/3+\dots$ has positive terms. Everything after the first term is at most $\tfrac12x^2(1+x+x^2+\dots)=x^2/[2(1-x)]$, which is at most $x^2$. Hence

$$-\ln\frac{T_K}{T_N}=a\sum_{i=K}^{N-1}\frac1i+R_1,\qquad 0\le R_1\le a^2\sum_{i=K}^{N-1}\frac1{i^2}.$$

The first sum is close to a logarithm. On the interval from $i$ to $i+1$ the function $1/x$ lies between $1/(i+1)$ and $1/i$. So $1/i$ exceeds $\int_i^{i+1}dx/x$ by at most $1/i-1/(i+1)$. Added up, the integrals give $\ln(N/K)$, and the differences cancel in pairs except at the ends:

$$\sum_{i=K}^{N-1}\frac1i=\ln\frac NK+R_2,\qquad 0\le R_2\le\frac1K-\frac1N .$$

For the second sum, $1/i^2\le1/[i(i-1)]=1/(i-1)-1/i$, and the same cancellation gives at most $1/(K-1)-1/(N-1)$. Altogether

$$-\ln\frac{T_K}{T_N}=a\ln\frac NK+R,\qquad 0\le R\le a\left(\frac1K-\frac1N\right)+a^2\left(\frac1{K-1}-\frac1{N-1}\right).$$

The remainder vanishes when the number of remaining pairs is large. Then $T_K/T_N=(K/N)^a$. The volume is fixed, so $K/N=n/n_0$, and raising both sides to the power $1/a$ gives

$$\frac n{n_0}=\left(\frac T{T_0}\right)^{1/a}=\left(\frac T{T_0}\right)^{3/(2c-3)} .$$

The bound shows how large "large" must be. At the density of the example, one cubic centimetre holds about $10^{11}$ electrons, and $R$ is then of order $10^{-10}$. A numerical removal of half of 200 000 pairs, one at a time with $c=7.179$, gave the exponent 0.2641, equal to the formula to the four digits shown. For that case the bound on $R$ is $9\times10^{-5}$, against $a\ln2=2.62$.

The energy carried off varies from pair to pair, and $cT$ is its mean. Suppose that the single losses scatter independently about the mean with standard deviation $\sigma T$. One loss then shifts $\ln T$ by about $2\sigma/(3i)$. Independent shifts add in quadrature, and by the bound on $\sum1/i^2$ their total is at most about $(2\sigma/3)(K-1)^{-1/2}$. With $\sigma$ of order one and $10^{10}$ or more electrons, this scatter is negligible.

Particle and energy balances and a pair-by-pair count have led to the same power law between density and temperature, with exponent 0.264 for argon at a floating wall. What remains is to compare what the two derivations assume and to examine how well their shared assumptions hold in the argon example.
